# Inverse-Square-Root Approach to Jamming of Randomly Adsorbed Hard Disks: test program

```python
"""Late-time random sequential adsorption (RSA) of hard disks.

Result under test: rho_J - rho(t) -> C / sqrt(k t), where
  rho, rho_J : number density of disks at time t and at jamming
  k          : attempts per unit area and unit time
  C          : (sqrt(pi)/2) * integral over shapes of n(0,S) / sqrt(S)
  S          : tan(A) tan(B) tan(G) for the acute triangle of three centres
  n(h,S)     : density of targets of linear size h = circumradius - diameter
The simulation uses disk diameter = 1 and k = 1; the example restores units.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import Delaunay, cKDTree
from scipy.stats import kendalltau

rng = np.random.default_rng(20417)
N_GRID = 440
CELL = 1 / np.sqrt(2)          # a cell can hold at most one disk centre
BOX = N_GRID * CELL
AREA = BOX**2
NEIGHBOURS = sorted(
    [(i, j) for i in range(-2, 3) for j in range(-2, 3)
     if abs(i) + abs(j) < 4], key=lambda p: p[0]**2 + p[1]**2)
WRAP = np.arange(-2, N_GRID + 2) % N_GRID


def uncovered(ix, iy, u, v, half, disk_u, disk_v):
    """Indices of squares (half-width half) not inside one exclusion disk."""
    alive = np.arange(len(ix))
    for di, dj in NEIGHBOURS:
        cell = WRAP[ix + di + 2] * N_GRID + WRAP[iy + dj + 2]
        dx = np.abs(di * CELL + disk_u[cell] - u) + half
        dy = np.abs(dj * CELL + disk_v[cell] - v) + half
        keep = dx * dx + dy * dy > 1.0
        if not keep.all():
            ix, iy, u, v = ix[keep], iy[keep], u[keep], v[keep]
            alive = alive[keep]
    return alive


def grow_to_jamming(snapshot_times):
    """Exact RSA; returns times, positions and free fractions at snapshots."""
    disk_u = np.full(N_GRID**2, 1e3)   # 1e3 marks an empty cell
    disk_v = np.full(N_GRID**2, 1e3)
    ix, iy = [q.ravel() for q in np.indices((N_GRID, N_GRID))]
    u, v = np.zeros(len(ix)), np.zeros(len(ix))
    size, clock = CELL, 0.0
    events, free_fraction = [], []
    pending = list(snapshot_times)
    while len(ix):
        assert size > 1e-12, "subdivision did not terminate"
        active_area = len(ix) * size**2
        tries = len(ix) // 3 + 500
        times = clock + np.cumsum(rng.exponential(1 / active_area, tries))
        stop = bool(pending) and times[-1] > pending[0]
        if stop:                       # a Poisson clock has no memory
            tries = int(np.searchsorted(times, pending[0]))
        pick = rng.integers(len(ix), size=tries)
        pi, pj = ix[pick], iy[pick]
        pu = u[pick] + size * rng.random(tries)
        pv = v[pick] + size * rng.random(tries)
        free = uncovered(pi, pj, pu, pv, 0.0, disk_u, disk_v)
        new = {}
        for i, j, a, b, t in zip(pi[free].tolist(), pj[free].tolist(),
                                 pu[free].tolist(), pv[free].tolist(),
                                 times[free].tolist()):
            for di, dj in NEIGHBOURS:
                other = new.get(((i + di) % N_GRID) * N_GRID
                                + (j + dj) % N_GRID)
                if other is not None and (
                        (di * CELL + other[0] - a)**2
                        + (dj * CELL + other[1] - b)**2 < 1.0):
                    break
            else:
                new[i * N_GRID + j] = (a, b)
                events.append((t, i * CELL + a, j * CELL + b))
        for cell, (a, b) in new.items():
            disk_u[cell], disk_v[cell] = a, b
        if stop:
            clock = pending.pop(0)
            m = 300000
            p = rng.integers(len(ix), size=m)
            hits = uncovered(ix[p], iy[p], u[p] + size * rng.random(m),
                             v[p] + size * rng.random(m), 0.0,
                             disk_u, disk_v)
            free_fraction.append(len(hits) / m * active_area / AREA)
        else:
            clock = times[-1]
            if len(free) < 0.2 * tries:
                size /= 2
                ix, iy = np.tile(ix, 4), np.tile(iy, 4)
                u = np.concatenate([u, u + size, u, u + size])
                v = np.concatenate([v, v, v + size, v + size])
        keep = uncovered(ix, iy, u + size / 2, v + size / 2, size / 2,
                         disk_u, disk_v)
        ix, iy, u, v = ix[keep], iy[keep], u[keep], v[keep]
    data = np.array(events)
    return data[:, 0], data[:, 1:] % BOX, np.array(free_fraction)


def triangulate(points):
    """Delaunay triangles of the periodic layer and their geometry."""
    copies = [points + BOX * np.array([i, j])
              for i in (-1, 0, 1) for j in (-1, 0, 1)]
    padded = np.concatenate(copies)
    padded = padded[((padded > -4) & (padded < BOX + 4)).all(axis=1)]
    mesh = Delaunay(padded)
    p0, p1, p2 = [padded[mesh.simplices[:, q]] for q in range(3)]
    b, c = p1 - p0, p2 - p0
    b2, c2 = (b**2).sum(1), (c**2).sum(1)
    a2 = ((p1 - p2)**2).sum(1)
    with np.errstate(all="ignore"):
        det = 2 * (b[:, 0] * c[:, 1] - b[:, 1] * c[:, 0])
        rel = np.stack([c[:, 1] * b2 - b[:, 1] * c2,
                        b[:, 0] * c2 - c[:, 0] * b2], axis=1) / det[:, None]
        radius = np.hypot(rel[:, 0], rel[:, 1])
        cosines = np.stack([(b2 + c2 - a2) / (2 * np.sqrt(b2 * c2)),
                            (a2 + b2 - c2) / (2 * np.sqrt(a2 * b2)),
                            (a2 + c2 - b2) / (2 * np.sqrt(a2 * c2))], axis=1)
    middle = (p0 + p1 + p2) / 3
    inside = ((middle >= 0) & (middle < BOX)).all(axis=1)
    sides = np.sqrt(np.stack([a2, c2, b2], axis=1))  # opposite each vertex
    return mesh, padded, p0 + rel, radius, cosines, sides, inside


def connected_targets(mesh, radius, cosines, sides):
    """Join triangles whose free regions are connected through an edge."""
    is_open = radius > 1
    neighbour = mesh.neighbors
    joined = (is_open[:, None] & (neighbour >= 0) & is_open[neighbour]
              & ((sides > 2) | (cosines < 0)))
    row, corner = np.nonzero(joined)
    col = neighbour[row, corner]
    graph = coo_matrix((np.ones(len(row)), (row, col)),
                       shape=(len(radius), len(radius)))
    return connected_components(graph, directed=False)[1]


def hole_area(cx, cy, n_angles):
    """Area around the origin left free by unit disks centred at (cx, cy)."""
    phi = (np.arange(n_angles) + 0.5) * 2 * np.pi / n_angles
    reach = np.full((len(cx), n_angles), np.inf)
    for q in range(cx.shape[1]):
        x, y = cx[:, q, None], cy[:, q, None]
        d = np.hypot(x, y)
        power = (d - 1) * (d + 1)
        along = x * np.cos(phi) + y * np.sin(phi)
        disc = along**2 - power
        hit = (along > 0) & (disc > 0)
        denom = np.where(hit, along + np.sqrt(np.maximum(disc, 0)), 1.0)
        reach = np.minimum(reach, np.where(hit, power / denom, np.inf))
    return 0.5 * (reach**2).sum(axis=1) * 2 * np.pi / n_angles


def window_density(radius, cosines, inside, low, high):
    """Triangle density n and amplitude C from low < h < high; also count."""
    chosen = (inside & (cosines > 0).all(axis=1)
              & (radius - 1 > low) & (radius - 1 < high))
    cosa = cosines[chosen]
    S = np.prod(np.sqrt(1 - cosa**2) / cosa, axis=1)
    norm = (high - low) * AREA
    return (len(S) / norm, np.sqrt(np.pi) / 2 * (S**-0.5).sum() / norm,
            len(S))


# Area of a small three-disk target: quadrature against S h^2
angles = np.radians([50.0, 60.0, 70.0])
shape = np.prod(np.tan(angles))
where = np.array([0.0, 2 * angles[0], 2 * (angles[0] + angles[1])])
area_ratio, arc_ratio = [], []
for h in (1e-2, 1e-3):
    exact = hole_area((1 + h) * np.cos(where)[None, :],
                      (1 + h) * np.sin(where)[None, :], 200000)[0]
    area_ratio.append(exact / (shape * h**2))
    arc_term = h * (np.tan(angles)**3).sum() / (3 * shape)
    arc_ratio.append((area_ratio[-1] - 1) / arc_term)
assert abs(area_ratio[1] - 1) < 0.01
assert abs(area_ratio[1] - 1) < 0.2 * abs(area_ratio[0] - 1)
assert abs(arc_ratio[1] - 1) < 0.05            # leading effect of the arcs

# Late-time integral for a size density that is not constant
t_test = 1e7
width = 1 / np.sqrt(shape * t_test)
integral = quad(lambda h: np.exp(-h / 0.1 - shape * h**2 * t_test),
                0, 10 * width, epsabs=0, epsrel=1e-10)[0]
integral_ratio = integral / (0.5 * np.sqrt(np.pi / (shape * t_test)))
assert abs(integral_ratio - 1) < 0.005

# Grow one layer to complete jamming
snaps = np.array([25.0, 100.0, 400.0, 1600.0])
times, xy, free_fraction = grow_to_jamming(snaps)
n_jam = len(times)
rho_jam = n_jam / AREA
theta_jam = rho_jam * np.pi / 4
nearest = cKDTree(xy, boxsize=BOX).query(xy, k=2)[0][:, 1].min()
assert nearest > 1 - 1e-10                     # no two disks overlap
_, _, _, radius, cosines, _, inside = triangulate(xy)
assert radius[inside].max() < 1 + 1e-9         # no room for another disk
_, C_jammed, _ = window_density(radius, cosines, inside, -0.01, 0.0)

# Two-sided geometric amplitude at t = 400; no later arrival is used
_, _, _, radius, cosines, _, inside = triangulate(xy[times <= snaps[2]])
size_density, C_geometry, n_window = window_density(
    radius, cosines, inside, -0.008, 0.008)

# Kinetics: deficits, exponent, mean surviving target area
late_counts = np.array([(times > t).sum() for t in snaps])
deficit = late_counts / AREA
C_kinetic = deficit * np.sqrt(snaps)
scaled_area = snaps * free_fraction / deficit
tail = times[times > snaps[2]]
exponent = 1 / np.mean(np.log(tail / snaps[2]))
exponent_error = exponent / np.sqrt(len(tail))
assert abs(exponent - 0.5) < 0.05              # about 4 standard errors
# Remove the correction of relative order 1/sqrt(t), using t = 100 and 400
C_limit = 2 * C_kinetic[2] - C_kinetic[1]
r1, r2 = np.sqrt(snaps[1]), np.sqrt(snaps[2])
C_limit_error = np.sqrt((2 * r2 - r1)**2 * late_counts[2]
                        + r1**2 * (late_counts[1] - late_counts[2])) / AREA
# Counting noise of both sides, plus corrections left by the extrapolation
assert abs(C_geometry / C_limit - 1) < 0.20
# A one-sided window has a further bias from the slope of the density
assert abs(C_jammed / C_limit - 1) < 0.25
# The first area test has a larger finite-time correction than the second
assert abs(scaled_area[2] - 0.5) < 0.12
assert abs(scaled_area[3] - 0.5) < 0.10

# Follow targets from the last snapshot to their filling
t_snap = snaps[3]
mesh, padded, centre, radius, cosines, sides, inside = triangulate(
    xy[times <= t_snap])
labels = connected_targets(mesh, radius, cosines, sides)
members = np.bincount(labels)
open_ids = np.nonzero(radius > 1)[0]
open_ids = open_ids[np.argsort(radius[open_ids])]
widest = np.full(len(members), -1)
widest[labels[open_ids]] = open_ids            # widest triangle of a target
n_targets = int(inside[widest[widest >= 0]].sum())
late = times > t_snap
simplex = mesh.find_simplex(xy[late])
assert (simplex >= 0).all() and (radius[simplex] > 1).all()
single_share = len(np.unique(labels[simplex])) / late.sum()
target_ratio = n_targets / late.sum()
assert single_share > 0.95                     # one disk per target
assert abs(target_ratio - 1) < 0.15            # few lost to competition
isolated = members[labels[simplex]] == 1
matched = simplex[isolated]
wait = times[late][isolated] - t_snap
assert len(np.unique(matched)) == len(matched)
_, near_ids = cKDTree(padded).query(centre[matched], k=6)
rel = padded[near_ids] - centre[matched][:, None, :]
areas = hole_area(rel[:, :, 0], rel[:, :, 1], 1440)
assert np.isfinite(areas).all()
rate_test = np.mean(areas * wait)
assert abs(rate_test - 1) < 0.15               # rate = k * target area
larger_first = 0.5 - 0.5 * kendalltau(areas, wait)[0]
larger_first_theory = 0.5 + 1 / np.pi
assert abs(larger_first - larger_first_theory) < 0.05
order = np.argsort(wait)
quarter = len(order) // 4
area_early = np.median(areas[order[:quarter]])
area_late = np.median(areas[order[-quarter:]])
assert area_early > 3 * area_late

# Worked example with round model parameters
sigma = 5.0       # angstrom
k_rate = 1.0      # attempts per angstrom^2 per second
unit_time = 1 / (k_rate * sigma**2)
t_one_formula = (C_geometry / (0.01 * rho_jam))**2 * unit_time
t_one_simulated = np.sort(times)[-int(0.01 * n_jam)] * unit_time
# Time is quadratic in the amplitude, so compare on the amplitude scale
assert abs(np.sqrt(t_one_formula / t_one_simulated) - 1) < 0.20

print(f"disk diameter sigma = {sigma:.1f} angstrom")
print(f"attempt rate k = {k_rate:.1f} per angstrom^2 per s")
print(f"time unit 1/(k sigma^2) = {unit_time:.3f} s")
print(f"periodic box side = {BOX * sigma:.1f} angstrom")
print(f"disks at jamming = {n_jam} (number)")
print(f"jamming coverage = {theta_jam:.4f} (dimensionless)")
print(f"jamming density = {rho_jam / sigma**2:.5f} per angstrom^2")
print(f"test shape factor S (50,60,70 deg) = {shape:.4f} (dimensionless)")
print(f"area/(S h^2) at h/sigma=0.01: {area_ratio[0]:.5f} (dimensionless)")
print(f"area/(S h^2) at h/sigma=0.001: {area_ratio[1]:.5f} (dimensionless)")
print(f"arc correction/leading term at 0.001: {arc_ratio[1]:.4f}")
print(f"late-time integral/leading form = {integral_ratio:.5f} (dimensionless)")
for q, t in enumerate(snaps):
    print(f"t = {t * unit_time:.0f} s: disks still to come {late_counts[q]}, "
          f"density deficit {deficit[q] / sigma**2:.3e} per angstrom^2")
    print(f"   C(t) sigma^3 = {C_kinetic[q]:.4f}, k t * mean target area = "
          f"{scaled_area[q]:.4f} (dimensionless)")
    print(f"   mean target area = "
          f"{free_fraction[q] / deficit[q] * sigma**2:.5f} angstrom^2")
print(f"late-time exponent = {exponent:.4f} +- {exponent_error:.4f}")
print(f"triangles in two-sided window = {n_window} (number)")
print(f"target size density n(0) sigma^3 = {size_density:.4f} (dimensionless)")
print(f"C sigma^3, two-sided geometry = {C_geometry:.4f} (dimensionless)")
print(f"C sigma^3, jammed geometry = {C_jammed:.4f} (dimensionless)")
print(f"C sigma^3, extrapolated kinetics = {C_limit:.4f} "
      f"+- {C_limit_error:.4f} (counting error)")
print(f"C, two-sided geometry = {C_geometry / sigma**3:.3e} per angstrom^3")
print(f"connected targets at {t_snap * unit_time:.0f} s = {n_targets} (number)")
print(f"targets / disks still to come = {target_ratio:.4f}")
print(f"distinct filled targets / late disks = {single_share:.4f}")
print(f"isolated three-disk targets followed = {len(matched)} (number)")
print(f"mean of k * area * waiting time = {rate_test:.4f} (dimensionless)")
print(f"larger of two targets fills first: simulated {larger_first:.4f}")
print(f"larger of two targets fills first: theory {larger_first_theory:.4f}")
print(f"median area, first-filled quarter = "
      f"{area_early * sigma**2:.5f} angstrom^2")
print(f"median area, last-filled quarter = "
      f"{area_late * sigma**2:.6f} angstrom^2")
print(f"time to 1 percent deficit, leading law = {t_one_formula:.1f} s")
print(f"time to 1 percent deficit, simulation = {t_one_simulated:.1f} s")
print("success")
```

Running it gives:

```
disk diameter sigma = 5.0 angstrom
attempt rate k = 1.0 per angstrom^2 per s
time unit 1/(k sigma^2) = 0.040 s
periodic box side = 1555.6 angstrom
disks at jamming = 67331 (number)
jamming coverage = 0.5463 (dimensionless)
jamming density = 0.02782 per angstrom^2
test shape factor S (50,60,70 deg) = 5.6713 (dimensionless)
area/(S h^2) at h/sigma=0.01: 1.01707 (dimensionless)
area/(S h^2) at h/sigma=0.001: 1.00163 (dimensionless)
arc correction/leading term at 0.001: 1.0048
late-time integral/leading form = 0.99925 (dimensionless)
t = 1 s: disks still to come 6495, density deficit 2.684e-03 per angstrom^2
   C(t) sigma^3 = 0.3355, k t * mean target area = 0.4604 (dimensionless)
   mean target area = 0.46042 angstrom^2
t = 4 s: disks still to come 3444, density deficit 1.423e-03 per angstrom^2
   C(t) sigma^3 = 0.3558, k t * mean target area = 0.4764 (dimensionless)
   mean target area = 0.11910 angstrom^2
t = 16 s: disks still to come 1797, density deficit 7.426e-04 per angstrom^2
   C(t) sigma^3 = 0.3713, k t * mean target area = 0.4755 (dimensionless)
   mean target area = 0.02972 angstrom^2
t = 64 s: disks still to come 916, density deficit 3.785e-04 per angstrom^2
   C(t) sigma^3 = 0.3785, k t * mean target area = 0.4708 (dimensionless)
   mean target area = 0.00736 angstrom^2
late-time exponent = 0.4849 +- 0.0114
triangles in two-sided window = 2226 (number)
target size density n(0) sigma^3 = 1.4372 (dimensionless)
C sigma^3, two-sided geometry = 0.4576 (dimensionless)
C sigma^3, jammed geometry = 0.4367 (dimensionless)
C sigma^3, extrapolated kinetics = 0.3868 +- 0.0138 (counting error)
C, two-sided geometry = 3.661e-03 per angstrom^3
connected targets at 64 s = 959 (number)
targets / disks still to come = 1.0469
distinct filled targets / late disks = 1.0000
isolated three-disk targets followed = 837 (number)
mean of k * area * waiting time = 0.9884 (dimensionless)
larger of two targets fills first: simulated 0.8220
larger of two targets fills first: theory 0.8183
median area, first-filled quarter = 0.01219 angstrom^2
median area, last-filled quarter = 0.000157 angstrom^2
time to 1 percent deficit, leading law = 173.1 s
time to 1 percent deficit, simulation = 127.7 s
success
```
